# Apparent Film Thickness on an Off-Axis Cleave of a Coated Hole: a numerical check

```python
"""Apparent thickness of a uniform wall film on an off-axis vertical cleave.

Result under test: a hole of radius R (before coating) carries a film of
thickness t, measured normal to the wall. A cleave parallel to the axis at
distance d from it shows a film band of width
    s = sqrt(R^2 - d^2) - sqrt((R - t)^2 - d^2),   |d| < R - t.
r = R - t is the radius of the opening; a and b are the half-chords of the
wall circle and of the opening on the cleave. All lengths are in nm.
The independent road finds the film edge from the least distance to the wall.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

ANGLES = np.linspace(0.0, 2.0 * np.pi, 100001)


def band_formula(R, t, d):
    return np.sqrt(R**2 - d**2) - np.sqrt((R - t)**2 - d**2)


def corrected_thickness(R, a, s):
    return R - np.sqrt(R**2 - s * (2.0 * a - s))


def wall_distance(x, y, semi_x, semi_y):
    """Least distance from (x, y) to a sampled elliptical wall."""
    dx = semi_x * np.cos(ANGLES) - x
    dy = semi_y * np.sin(ANGLES) - y
    return np.sqrt(np.min(dx**2 + dy**2))


def edges_from_definition(semi_x, semi_y, t, d):
    """Positions of wall and film edge along the cleave line y = d."""
    wall = brentq(lambda x: (x / semi_x)**2 + (d / semi_y)**2 - 1.0,
                  0.0, 1.1 * semi_x)
    film = brentq(lambda x: wall_distance(x, d, semi_x, semi_y) - t,
                  0.0, wall)
    return wall, film


def band_from_definition(semi_x, semi_y, t, d):
    wall, film = edges_from_definition(semi_x, semi_y, t, d)
    return wall - film


R, t, d = 50.0, 10.0, 20.0
r = R - t
TOL = 1e-5  # nm; covers the finite sampling of the wall

# Formula, bounds, growth with offset and image correction
previous = 0.0
for offset in (0.0, 5.0, 10.0, 20.0, 30.0, 38.0):
    wall, film = edges_from_definition(R, R, t, offset)
    s_num = wall - film
    assert abs(s_num - band_formula(R, t, offset)) < TOL
    assert abs(s_num - t * (2 * R - t) / (wall + film)) < TOL
    assert abs(corrected_thickness(R, wall, s_num) - t) < TOL
    assert s_num > previous
    if offset > 0.0:
        assert R / wall < s_num / t < r / film
    previous = s_num

a, b = edges_from_definition(R, R, t, d)
s = a - b
assert round(s, 1) == 11.2

# Sum of obliquely cut thin shells
shell_sum = quad(lambda rho: rho / np.sqrt(rho**2 - d**2), r, R)[0]
assert abs(shell_sum - s) < TOL

# Expansion for small offset
Rs, rs, ds = sp.symbols("R r d", positive=True)
expansion = sp.series(sp.sqrt(Rs**2 - ds**2) - sp.sqrt(rs**2 - ds**2),
                      ds, 0, 6).removeO()
claimed = (Rs - rs + ds**2 / 2 * (1 / rs - 1 / Rs)
           + ds**4 / 8 * (1 / rs**3 - 1 / Rs**3))
assert sp.simplify(expansion - claimed) == 0
second_order = t + d**2 / 2 * (1 / r - 1 / R)
fourth_order = second_order + d**4 / 8 * (1 / r**3 - 1 / R**3)
assert abs(fourth_order - s) < abs(second_order - s)

# Grazing limit, and a cut that misses the opening
grazing = np.sqrt(t * (2 * R - t))
near = r - 1e-4
assert abs(band_from_definition(R, R, t, near) - grazing) < 0.15
missed = 41.0
half_chord = np.sqrt(R**2 - missed**2)
assert all(wall_distance(x, missed, R, R) < t
           for x in np.linspace(0.0, half_chord, 60))

# Other reading: 100 nm is the opening left after coating
s_other = band_from_definition(R + t, R + t, t, d)
assert abs(s_other - band_formula(R + t, t, d)) < TOL

# Largest offset for an error of 5 percent
d_five = brentq(lambda q: band_formula(R, t, q) - 1.05 * t, 0.0, r)
assert abs(band_from_definition(R, R, t, d_five) - 1.05 * t) < TOL

# Neglected effects
depth, R_bottom, tilt_deg = 5000.0, 40.0, 0.1
s_taper = band_from_definition(R_bottom, R_bottom, t, d)
assert abs(s_taper - band_formula(R_bottom, t, d)) < TOL
wall_slope = (R - R_bottom) / depth
slope_excess = t * (np.sqrt(1.0 + wall_slope**2) - 1.0)
d_bottom = d + depth * np.tan(np.radians(tilt_deg))
s_tilt = band_from_definition(R, R, t, d_bottom)
assert abs(s_tilt - band_formula(R, t, d_bottom)) < TOL
assert s_taper > s and s_tilt > s
stretch = 0.05
s_wide = band_from_definition(R * (1 + stretch), R * (1 - stretch), t, d)
s_narrow = band_from_definition(R * (1 - stretch), R * (1 + stretch), t, d)
view_deg = 5.0
s_view = s * np.cos(np.radians(view_deg))
edge_error, diameter_error = 1.0, 2.0
t_edge = corrected_thickness(R, a, s + edge_error)
t_diameter = corrected_thickness(R + diameter_error / 2, a, s)

to_angstrom = constants.nano / constants.angstrom
print(f"Hole diameter before coating: {2 * R:.0f} nm")
print(f"True film thickness t: {t:.0f} nm")
print(f"Opening radius r: {r:.0f} nm")
print(f"Cleave offset d: {d:.0f} nm")
print(f"Half-chord of wall a: {a:.2f} nm")
print(f"Half-chord of opening b: {b:.2f} nm")
print(f"Apparent thickness s: {s:.2f} nm = {s * to_angstrom:.1f} angstrom")
print(f"Excess over true thickness: {100 * (s / t - 1):.1f} percent")
print(f"Apparent wall-to-top ratio: {s / t:.3f}")
print(f"Sum of oblique shells: {shell_sum:.2f} nm")
print(f"Stretch of outermost shell R/a: {R / a:.3f}")
print(f"Stretch of innermost shell r/b: {r / b:.3f}")
print(f"Thin-film estimate t R/a: {t * R / a:.2f} nm")
print(f"Estimate to second order in d: {second_order:.2f} nm")
print(f"Estimate to fourth order in d: {fourth_order:.2f} nm")
print(f"Grazing limit of s at d = r: {grazing:.1f} nm")
print(f"Cut at offset {missed:.0f} nm, single band: {2 * half_chord:.1f} nm")
print(f"If 100 nm is the coated opening, s: {s_other:.2f} nm")
print(f"Visible wall-to-wall width 2a: {2 * a:.2f} nm")
print(f"Thickness corrected from image: {corrected_thickness(R, a, s):.2f} nm")
print(f"Largest offset for 5 percent error: {d_five:.1f} nm")
print(f"Hole depth: {depth:.0f} nm")
print(f"Taper, bottom diameter: {2 * R_bottom:.0f} nm")
print(f"Taper, apparent thickness at bottom: {s_taper:.2f} nm")
print(f"Taper, apparent bottom-to-top wall ratio: {s_taper / s:.3f}")
print(f"Taper, excess from wall slope alone: {slope_excess:.1e} nm")
print(f"Cleave tilt: {tilt_deg:.1f} degree")
print(f"Tilt, offset at bottom: {d_bottom:.1f} nm")
print(f"Tilt, apparent thickness at bottom: {s_tilt:.2f} nm")
print(f"Tilt, apparent bottom-to-top wall ratio: {s_tilt / s:.3f}")
print(f"Ellipse, change of each semi-axis: {100 * stretch:.0f} percent")
print(f"Ellipse, long axis along cleave, s: {s_wide:.2f} nm")
print(f"Ellipse, short axis along cleave, s: {s_narrow:.2f} nm")
print(f"View rotated by {view_deg:.0f} degrees, s: {s_view:.2f} nm")
print(f"Inner edge misread by {edge_error:.0f} nm, corrected t: {t_edge:.2f} nm")
print(f"Diameter {diameter_error:.0f} nm too large, corrected t: "
      f"{t_diameter:.2f} nm")
print("OK")
```

Running it gives:

```
Hole diameter before coating: 100 nm
True film thickness t: 10 nm
Opening radius r: 40 nm
Cleave offset d: 20 nm
Half-chord of wall a: 45.83 nm
Half-chord of opening b: 34.64 nm
Apparent thickness s: 11.18 nm = 111.8 angstrom
Excess over true thickness: 11.8 percent
Apparent wall-to-top ratio: 1.118
Sum of oblique shells: 11.18 nm
Stretch of outermost shell R/a: 1.091
Stretch of innermost shell r/b: 1.155
Thin-film estimate t R/a: 10.91 nm
Estimate to second order in d: 11.00 nm
Estimate to fourth order in d: 11.15 nm
Grazing limit of s at d = r: 30.0 nm
Cut at offset 41 nm, single band: 57.2 nm
If 100 nm is the coated opening, s: 10.74 nm
Visible wall-to-wall width 2a: 91.65 nm
Thickness corrected from image: 10.00 nm
Largest offset for 5 percent error: 13.6 nm
Hole depth: 5000 nm
Taper, bottom diameter: 80 nm
Taper, apparent thickness at bottom: 12.28 nm
Taper, apparent bottom-to-top wall ratio: 1.098
Taper, excess from wall slope alone: 2.0e-05 nm
Cleave tilt: 0.1 degree
Tilt, offset at bottom: 28.7 nm
Tilt, apparent thickness at bottom: 13.09 nm
Tilt, apparent bottom-to-top wall ratio: 1.170
Ellipse, change of each semi-axis: 5 percent
Ellipse, long axis along cleave, s: 11.68 nm
Ellipse, short axis along cleave, s: 10.84 nm
View rotated by 5 degrees, s: 11.14 nm
Inner edge misread by 1 nm, corrected t: 10.86 nm
Diameter 2 nm too large, corrected t: 9.76 nm
OK
```
